# Why space restricts spin to multiples of one half, unlike the plane: verification in Python

```python
# Result under test: a closed loop of rotations returns a phase that depends
# only on the loop's class. In space there are two classes, so 2*J_z is an
# integer; in the plane there is one class per winding number, so J may be
# s + integer with any real s.
# Symbols: J = angular momentum / hbar; beta = tilt of the second turn's axis;
# alpha = q*Phi/h = flux through a ring in units of h/q;
# k = kinetic angular momentum / hbar on the ring, predicted to be m - alpha.
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(4)
Z_AXIS = np.array([0.0, 0.0, 1.0])


def spin_matrices(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j,
                     np.diag(m)], dtype=complex)


def rotation_steps(loop):
    """Small rotation vectors leading from each rotation to the next."""
    return (loop[1:] * loop[:-1].inv()).as_rotvec()


def exp_rotation(vectors, J):
    """exp(-i v.J) for a stack of rotation vectors v."""
    values, vecs = np.linalg.eigh(np.einsum('na,aij->nij', vectors, J))
    return np.einsum('nij,nj,nkj->nik', vecs, np.exp(-1j * values),
                     vecs.conj())


def lift(loop, J):
    """Follow the unitary operator continuously along a loop of rotations."""
    path = [np.eye(J.shape[1], dtype=complex)]
    for step in exp_rotation(rotation_steps(loop), J):
        path.append(step @ path[-1])
    return np.array(path)


def double_turn(beta, size=1.0, samples=201):
    """Turn about z, then turn about an axis tilted by beta."""
    t = np.linspace(0, 1, samples)
    first = 2 * np.pi * size * np.minimum(2 * t, 1)
    second = 2 * np.pi * size * np.maximum(2 * t - 1, 0)
    tilted = np.array([np.sin(beta), 0, np.cos(beta)])
    return (Rotation.from_rotvec(np.outer(second, tilted))
            * Rotation.from_rotvec(np.outer(first, Z_AXIS)))


def wiggled_turns(turns, samples=601):
    """Some full turns about z, deformed at random with fixed ends."""
    t = np.linspace(0, 1, samples)
    modes = np.array([np.sin(n * np.pi * t) for n in (1, 2, 3)]).T
    wiggle = modes @ rng.uniform(-0.5, 0.5, (3, 3))
    return (Rotation.from_rotvec(np.outer(2 * np.pi * turns * t, Z_AXIS))
            * Rotation.from_rotvec(wiggle))


# ---- Rotations in space -------------------------------------------------
print("ROTATIONS IN SPACE")
half = spin_matrices(0.5)
for j in (0.5, 1.0, 1.5):
    J = spin_matrices(j)
    identity = np.eye(J.shape[1])
    # Commutators of shifted generators give back the unshifted ones.
    K = J + rng.normal(size=3)[:, None, None] * identity
    for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
        assert np.allclose(-1j * (K[a] @ K[b] - K[b] @ K[a]), J[c])
    # A half turn about x reverses J_z.
    flip = exp_rotation(np.array([[np.pi, 0, 0]]), J)[0]
    assert np.allclose(flip @ J[2] @ flip.conj().T, -J[2])
    found = []
    for turns in (1, 2, 3):
        end = lift(wiggled_turns(turns), J)[-1]
        assert np.allclose(end, (-1) ** round(2 * j * turns) * identity,
                           atol=1e-9)
        found.append(end[0, 0].real)
    print(f"spin {j}: phase factor after 1,2,3 deformed turns: "
          + ", ".join(f"{x:+.3f}" for x in found))

# Deform the double turn to no rotation at all, in small steps.
tilts = np.linspace(0, np.pi, 19)
family = [double_turn(b) for b in tilts]
family += [double_turn(np.pi, size) for size in np.linspace(1, 0, 19)[1:]]
jumps = [np.degrees((p.inv() * q).magnitude().max())
         for p, q in zip(family[:-1], family[1:])]
closure = max((loop[0].inv() * loop[-1]).magnitude() for loop in family)
lift_error = max(np.abs(lift(loop, half)[-1] - np.eye(2)).max()
                 for loop in family)
assert closure < 1e-7 and lift_error < 1e-9
assert max(jumps) < 20.01
assert np.isclose(family[0].magnitude().max(), np.pi, atol=0.05)
assert family[-1].magnitude().max() < 1e-9
print(f"loops in the deformation: {len(family)}")
print(f"largest change between neighbouring loops: {max(jumps):.2f} deg")
print(f"largest rotation left in last loop: "
      f"{np.degrees(family[-1].magnitude().max()):.2f} deg")
print(f"spin-1/2 end value differs from +1 by less than 1e-9: "
      f"{lift_error < 1e-9}")

# A trial spin 0.3 in space: its phase changes during the deformation.
trial = 0.3
print(f"trial spin {trial} in space: tilt (deg), phase angle (turns)")
for degrees in (0, 60, 90, 120, 180):
    beta = np.radians(degrees)
    turns = trial * rotation_steps(double_turn(beta))[:, 2].sum() / (2*np.pi)
    assert np.isclose(turns, trial * (1 + np.cos(beta)), atol=1e-9)
    print(f"  {degrees:3d}  {abs(turns):.3f}")

# A deformed double turn is a closed curve on the three-sphere. Pick a point
# it misses and contract the curve along normalized straight lines away from it.
column = lift(wiggled_turns(2), half)[:, :, 0]
curve = np.column_stack([column.real, column.imag])
assert np.allclose(curve[0], curve[-1], atol=1e-9)
points = rng.normal(size=(3000, 4))
points /= np.linalg.norm(points, axis=1)[:, None]
missed = points[np.argmin((points @ curve.T).max(axis=1))]
gap = np.linalg.norm(curve - missed, axis=1).min()
shortest = min(np.linalg.norm((1 - x) * curve - x * missed, axis=1).min()
               for x in np.linspace(0, 1, 101))
assert gap > 0.2 and shortest > 0.1
print(f"three-sphere: distance of curve from missed point: {gap:.3f}")
print(f"three-sphere: shortest vector before normalizing: {shortest:.3f}")

# ---- Ring with flux -----------------------------------------------------
LINKS = 400
SPACING = 2 * np.pi / LINKS
INSIDE, OUTSIDE = (0.5, 0.2), (1.5, 0.0)   # tube positions / ring radius


def potential(angle, tube):
    """Tangential vector potential on the ring for alpha = 1."""
    dx, dy = np.cos(angle) - tube[0], np.sin(angle) - tube[1]
    return (dx * np.cos(angle) + dy * np.sin(angle)) / (dx**2 + dy**2)


def transport(alpha, tube):
    """Move the state by one lattice link, with the phase of that link."""
    nodes, weights = np.polynomial.legendre.leggauss(6)
    angles = SPACING * (np.arange(LINKS)[:, None] + (nodes + 1) / 2)
    phases = alpha * potential(angles, tube) @ weights * SPACING / 2
    T = np.zeros((LINKS, LINKS), dtype=complex)
    start = np.arange(LINKS)
    T[(start + 1) % LINKS, start] = np.exp(1j * phases)
    return T


def ring_energies(alpha, tube=INSIDE):
    """Lattice energies in units of hbar^2/(2 M R^2)."""
    T = transport(alpha, tube)
    H = (2 * np.eye(LINKS) - T - T.conj().T) / SPACING**2
    return np.linalg.eigvalsh(H)


def kinetic_values(alpha, tube=INSIDE):
    k = -np.angle(np.linalg.eigvals(transport(alpha, tube))) / SPACING
    return k[np.argsort(np.abs(k))]


print("RING WITH FLUX")
alpha = 0.3
radius = 10e-9
charge, mass = -const.e, const.m_e
unit_meV = const.hbar**2 / (2 * mass * radius**2) / const.e * 1e3
print(f"radius: {radius*1e9:.1f} nm; alpha: {alpha}")
print(f"flux alpha*h/q: {alpha*const.h/charge:.4e} Wb")
print(f"energy unit hbar^2/(2MR^2): {unit_meV:.4f} meV")

k = kinetic_values(alpha)
predicted = np.arange(-6, 7) - alpha
predicted = predicted[np.argsort(np.abs(predicted))]
assert np.allclose(k[:8], predicted[:8], atol=1e-8)
energies = ring_energies(alpha)
print("kinetic ang. mom. (hbar), energy m-alpha rule, lattice (meV)")
for value, exact, energy in zip(k[:4], predicted[:4], energies[:4]):
    # The lattice second difference is low by at most k^4 * spacing^2 / 12.
    assert abs(energy - exact**2) < exact**4 * SPACING**2 / 12 + 1e-8
    print(f"  {value:+.3f}  {exact**2*unit_meV:.4f}  {energy*unit_meV:.4f}")

full_turn = np.linalg.matrix_power(transport(alpha, INSIDE), LINKS)
assert np.allclose(full_turn, np.exp(2j * np.pi * alpha) * np.eye(LINKS),
                   atol=1e-8)
outside = kinetic_values(alpha, OUTSIDE)[:7]
assert np.allclose(np.sort(outside), np.arange(-3, 4), atol=1e-8)
print(f"tube outside: largest distance of k from an integer below 1e-8: "
      f"{np.abs(outside - np.round(outside)).max() < 1e-8}")

# Uneven closed paths: only the number of turns matters.
t = np.arange(4000) / 4000
print("winding number, transport phase (turns)")
for n in (-1, 0, 1, 2, 3):
    angle = 2 * np.pi * n * t + 0.8 * np.sin(6 * np.pi * t)
    speed = 2 * np.pi * n + 0.8 * 6 * np.pi * np.cos(6 * np.pi * t)
    phase = alpha * np.mean(potential(angle, INSIDE) * speed) / (2 * np.pi)
    stray = alpha * np.mean(potential(angle, OUTSIDE) * speed)
    assert abs(phase - n * alpha) < 1e-8 and abs(stray) < 1e-8
    print(f"  {n:+d}  {phase + 0.0:.3f}" if n else f"  {n:+d}  {abs(phase):.3f}")

# Reversal symmetry of the kinetic spectrum.
print("alpha, mismatch between the sets k and -k")
for a in (0.0, 0.2, 0.3, 0.5):
    values = kinetic_values(a)
    low = values[np.abs(values) < 5]
    mismatch = np.abs(low[:, None] + values[None, :]).min(axis=1).max()
    assert abs(mismatch - abs(2 * a - round(2 * a))) < 1e-7
    print(f"  {a:.1f}  {mismatch:.3f}")

# Imaginary-time propagator: sum over levels against sum over windings.
tau, separation = 1.5, 1.0   # tau = imaginary time * hbar/(M R^2)
m = np.arange(-40, 41)
level_sum = np.sum(np.exp(1j * m * separation - tau * (m - alpha)**2 / 2))
level_sum /= 2 * np.pi
lengths = separation + 2 * np.pi * np.arange(-10, 11)
terms = (np.exp(1j * alpha * lengths - lengths**2 / (2 * tau))
         / np.sqrt(2 * np.pi * tau))
assert abs(level_sum - terms.sum()) < 1e-12
print(f"propagator at tau={tau}, angle={separation} rad (per rad):")
print(f"  sum over levels:   {level_sum:.8f}")
print(f"  sum over windings: {terms.sum():.8f}")
print(f"  winding 0 alone:   {terms[10]:.8f}")

# Ground-state current: velocity formula against -dE/dPhi.
current = charge * const.hbar * k[0] / (2 * np.pi * mass * radius**2)
shift = 1e-3
slope = (ring_energies(alpha + shift)[0]
         - ring_energies(alpha - shift)[0]) / (2 * shift)
from_energy = -slope * unit_meV * 1e-3 * const.e * charge / const.h
assert abs(from_energy / current - 1) < 1e-4
print(f"ground-state current from k: {current*1e9:.3f} nA")
print(f"ground-state current from -dE/dPhi: {from_energy*1e9:.3f} nA")
print("tests ok")
```

It prints:

```
ROTATIONS IN SPACE
spin 0.5: phase factor after 1,2,3 deformed turns: -1.000, +1.000, -1.000
spin 1.0: phase factor after 1,2,3 deformed turns: +1.000, +1.000, +1.000
spin 1.5: phase factor after 1,2,3 deformed turns: -1.000, +1.000, -1.000
loops in the deformation: 37
largest change between neighbouring loops: 20.00 deg
largest rotation left in last loop: 0.00 deg
spin-1/2 end value differs from +1 by less than 1e-9: True
trial spin 0.3 in space: tilt (deg), phase angle (turns)
    0  0.600
   60  0.450
   90  0.300
  120  0.150
  180  0.000
three-sphere: distance of curve from missed point: 1.393
three-sphere: shortest vector before normalizing: 0.696
RING WITH FLUX
radius: 10.0 nm; alpha: 0.3
flux alpha*h/q: -1.2407e-15 Wb
energy unit hbar^2/(2MR^2): 0.3810 meV
kinetic ang. mom. (hbar), energy m-alpha rule, lattice (meV)
  -0.300  0.0343  0.0343
  +0.700  0.1867  0.1867
  -1.300  0.6439  0.6439
  +1.700  1.1011  1.1010
tube outside: largest distance of k from an integer below 1e-8: True
winding number, transport phase (turns)
  -1  -0.300
  +0  0.000
  +1  0.300
  +2  0.600
  +3  0.900
alpha, mismatch between the sets k and -k
  0.0  0.000
  0.2  0.400
  0.3  0.400
  0.5  0.000
propagator at tau=1.5, angle=1.0 rad (per rad):
  sum over levels:   0.22297447+0.06894457j
  sum over windings: 0.22297447+0.06894457j
  winding 0 alone:   0.22297490+0.06897422j
ground-state current from k: 8.856 nA
ground-state current from -dE/dPhi: 8.856 nA
tests ok
```
